# Why coarsening grains make boundary-fed layers grow sub-parabolically: a numerical check

```python
"""Growth of a product layer fed by grain-boundary diffusion while grains coarsen.

Result under test: if grain size d ~ t^m and boundaries carry the flux, the
thickness X ~ t^n with n = (1-m)/2 for m < 1 (sub-parabolic for 0 < m < 1).
Symbols: delta boundary width, D_b and D_l boundary and lattice diffusivity,
S = concentration drop across layer / concentration in product at the front,
d = d0 (1 + t/tau)^m, tau = d0^(1/m)/K, effective D = D_l + 2 delta D_b / d.
Growth equation with a quasi-steady profile: dX/dt = S D / X.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import beta, erf


# ---- Boundary area fraction, counted on a hexagonal tiling of unit width ----
def counted_boundary_fraction(width, points=600):
    x = (np.arange(points) + 0.5) / points
    y = np.sqrt(3.0) * x
    px, py = np.meshgrid(x, y)
    squared = []
    for row in range(-1, 4):
        for column in range(-2, 4):
            cx = column + 0.5 * (row % 2)
            cy = row * np.sqrt(3.0) / 2
            squared.append((px - cx) ** 2 + (py - cy) ** 2)
    nearest = np.partition(np.array(squared), 1, axis=0)[:2]
    distance_to_edge = (nearest[1] - nearest[0]) / 2
    return np.mean(distance_to_edge < width / 2)


film = 0.02
fraction_counted = counted_boundary_fraction(film)
fraction_formula = 1 - (1 - film) ** 2
assert abs(fraction_counted / fraction_formula - 1) < 0.01
print(f"boundary fraction, delta/d=0.02: counted {fraction_counted:.5f}, "
      f"exact {fraction_formula:.5f}, 2delta/d {2 * film:.5f}")


# ---- Growth equation in scaled form: dX/dtheta = (1+theta)^(-m) / X ----
def scaled_growth(m, seed, log_times):
    def rate(w, x):
        theta = np.exp(w)
        return theta * (1 + theta) ** (-m) / x
    sol = solve_ivp(rate, (np.log(1e-6), log_times[-1]), [seed],
                    method="DOP853", t_eval=log_times, rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y[0]


late = np.log([1e15, 1e16])
print("late exponent of integrated growth (no unit):")
for m in (0.0, 0.25, 1 / 3, 0.5, 0.75):
    slopes = []
    for seed in (1.0, 3.0):
        x = scaled_growth(m, seed, late)
        slopes.append(np.log(x[1] / x[0]) / (late[1] - late[0]))
    assert max(abs(s - (1 - m) / 2) for s in slopes) < 1e-3
    print(f"  m={m:.4f}: integrated {slopes[0]:.4f}, (1-m)/2 {(1 - m) / 2:.4f}")

x_log = scaled_growth(1.0, 1.0, late)
gain_per_decade = x_log[1] ** 2 - x_log[0] ** 2
assert abs(gain_per_decade - 2 * np.log(10)) < 1e-4
x_limit = scaled_growth(1.5, 1.0, late)[1]
assert abs(x_limit ** 2 - (1 + 2 / (1.5 - 1))) < 1e-4
print(f"m=1: gain of X^2/(S D0 tau) per decade {gain_per_decade:.4f}")
print(f"m=1.5, X0^2/(S D0 tau)=1: final X^2/(S D0 tau) {x_limit ** 2:.4f}")


# ---- Full diffusion equation with a moving front, no quasi-steady profile ----
def similarity_constant(s_number):
    return brentq(lambda q: np.sqrt(np.pi) * q * np.exp(q * q) * erf(q)
                  - s_number, 1e-8, 3.0, xtol=1e-14)


def full_moving_front(m, s_number, log_times, cells=60):
    xi = np.linspace(0, 1, cells + 1)
    h = xi[1]
    start = 1e-6

    def rate(w, state):
        t = np.exp(w)
        scaled_d = t * (1 + t) ** (-m) * np.exp(-2 * state[-1])
        u = np.concatenate(([1.0], state[:-1], [0.0]))
        front_gradient = (3 * u[-1] - 4 * u[-2] + u[-3]) / (2 * h)
        front_speed = -s_number * scaled_d * front_gradient
        curvature = (u[2:] - 2 * u[1:-1] + u[:-2]) / h ** 2
        slope = (u[2:] - u[:-2]) / (2 * h)
        change = scaled_d * curvature + xi[1:-1] * front_speed * slope
        return np.append(change, front_speed)

    initial = np.append(1 - xi[1:-1], 0.5 * np.log(2 * s_number * start))
    sol = solve_ivp(rate, (np.log(start), log_times[-1]), initial,
                    method="BDF", t_eval=log_times, rtol=1e-7, atol=1e-9)
    assert sol.success
    return np.exp(sol.y[-1])


pde_times = np.array([1e5, 1e6])
s_large = 0.5
lam_large = similarity_constant(s_large)
print(f"full diffusion equation, S={s_large}: lambda {lam_large:.5f}")
for m in (1 / 3, 0.5):
    x_pde = full_moving_front(m, s_large, np.log(pde_times))
    s_time = ((1 + pde_times) ** (1 - m) - 1) / (1 - m)
    x_similarity = 2 * lam_large * np.sqrt(s_time)
    assert np.max(np.abs(x_pde / x_similarity - 1)) < 1e-3
    pde_slope = np.log(x_pde[1] / x_pde[0]) / np.log(10)
    assert abs(pde_slope - (1 - m) / 2) < 2e-3
    print(f"  m={m:.4f}: exponent {pde_slope:.4f}, "
          f"X/(2 lambda sqrt s) {x_pde[1] / x_similarity[1]:.5f}")


# ---- Grains that coarsen from the birth of their own slice ----
def age_graded_growth(m, steps=4000):
    """March slices; units make dX/dt = 1 / (sum of slice * age^m)."""
    n = (1 - m) / 2
    times = np.geomspace(1e-8, 1.0, steps + 1)
    births = np.zeros(steps + 1)
    births[1:] = (times[1:] + times[:-1]) / 2
    slices = np.zeros(steps + 1)
    slices[0] = 0.5 * times[0] ** n / np.sqrt(n)
    for k in range(steps):
        ages = times[k] - births[:k + 1]
        resistance = np.dot(slices[:k + 1], ages ** m)
        slices[k + 1] = (times[k + 1] - times[k]) / resistance
    return times, np.cumsum(slices)


print("age-dependent grains: exponent; thickness / uniform-grain thickness:")
for m in (1 / 3, 0.5):
    n = (1 - m) / 2
    times, thickness = age_graded_growth(m)
    earlier = np.interp(np.log(0.1), np.log(times), np.log(thickness))
    graded_slope = (np.log(thickness[-1]) - earlier) / np.log(10)
    graded_ratio = thickness[-1] * np.sqrt(n)
    predicted_ratio = 1 / np.sqrt(n * beta(n, 1 + m))
    assert abs(graded_slope - n) < 2e-3
    assert abs(graded_ratio / predicted_ratio - 1) < 3e-3
    print(f"  m={m:.4f}: {graded_slope:.4f}; marched {graded_ratio:.4f}, "
          f"formula {predicted_ratio:.4f}")


# ---- Worked example with round model parameters, SI units inside ----
m = 1 / 3
delta, d0 = 0.5e-9, 50e-9
K = 1250e-27
D_b, D_l, S = 1e-12, 1e-16, 0.02
tau = d0 ** 3 / K
D0 = 2 * delta * D_b / d0


def grain_size(t):
    return d0 * (1 + t / tau) ** m


def diffusivity(t):
    return D_l + 2 * delta * D_b / grain_size(t)


def thickness_formula(t):
    boundary = D0 * tau * ((1 + t / tau) ** (1 - m) - 1) / (1 - m)
    return np.sqrt(2 * S * (boundary + D_l * t))


def exponent_formula(t):
    return t * S * diffusivity(t) / thickness_formula(t) ** 2


def example_rate(w, x):
    t = np.exp(w)
    return t * S * diffusivity(t) / x


numeric = solve_ivp(example_rate, (np.log(1e-3), np.log(2e11)), [1e-9],
                    method="DOP853", rtol=1e-10, atol=1e-17,
                    dense_output=True)
assert numeric.success


def thickness_numeric(t):
    return numeric.sol(np.log(t))[0]


def exponent_numeric(t):
    step = 0.01
    upper = thickness_numeric(t * np.exp(step))
    lower = thickness_numeric(t * np.exp(-step))
    return np.log(upper / lower) / (2 * step)


print(f"inputs: m={m:.4f}, delta={delta * 1e9:.1f} nm, d0={d0 * 1e9:.0f} nm, "
      f"K={K * 1e27:.0f} nm^3/s")
print(f"inputs: D_b={D_b:.1e} m^2/s, D_l={D_l:.1e} m^2/s, S={S:.2f}")
print(f"tau {tau:.1f} s; D0 {D0:.3e} m^2/s")
print("t (s); d (um); X (um); local exponent:")
for t in (1e1, 1e2, 1e3, 1e4, 1e5, 1e6, 1e7, 1e9, 1e11):
    x_num, n_num = thickness_numeric(t), exponent_numeric(t)
    assert abs(x_num / thickness_formula(t) - 1) < 1e-3
    assert abs(n_num - exponent_formula(t)) < 1e-3
    print(f"  {t:.0e}; {grain_size(t) * 1e6:.4f}; {x_num * 1e6:.4f}; {n_num:.4f}")

lowest = minimize_scalar(lambda w: exponent_formula(np.exp(w)),
                         bounds=(np.log(1e3), np.log(1e8)), method="bounded")
t_lowest = np.exp(lowest.x)
scan = [exponent_numeric(t) for t in np.geomspace(1e1, 1e11, 400)]
assert abs(min(scan) - lowest.fun) < 1e-4
assert (1 - m) / 2 < min(scan) < 0.5
print(f"lowest local exponent {lowest.fun:.4f} at t={t_lowest:.2e} s")

t1, t2 = 1e4, 1e6
x1, x2 = thickness_numeric(t1), thickness_numeric(t2)
observed = np.log(x2 / x1) / np.log(t2 / t1)
print(f"slope read between 1e4 and 1e6 s: {observed:.4f}")

rate_drop = example_rate(np.log(t1), x1) / t1 / (example_rate(np.log(t2), x2) / t2)
path_factor = x2 / x1
fewer_paths_factor = diffusivity(t1) / diffusivity(t2)
print(f"growth rate falls 1e4 to 1e6 s by factor {rate_drop:.3f}")
print(f"  longer path {path_factor:.3f}; lower diffusivity {fewer_paths_factor:.3f}")

# Same growth equation with coarsening switched off: the parabola must return.
frozen = solve_ivp(lambda w, x: np.exp(w) * S * (D_l + D0) / x,
                   (np.log(1e-3), np.log(t2)), [1e-9], method="DOP853",
                   t_eval=np.log([t1, t2]), rtol=1e-10, atol=1e-17)
assert frozen.success
frozen_slope = np.log(frozen.y[0, 1] / frozen.y[0, 0]) / np.log(t2 / t1)
assert abs(frozen_slope - 0.5) < 1e-4
print(f"frozen grains: exponent {frozen_slope:.4f}, "
      f"X at 1e6 s {frozen.y[0, 1] * 1e6:.3f} um")
print(f"coarsening grains: X at 1e6 s {x2 * 1e6:.3f} um = {x2 * 1e3:.5f} mm")

d_cross = 2 * delta * D_b / D_l
t_cross = brentq(lambda t: grain_size(t) - d_cross, 1.0, 1e12)
n_cross = exponent_numeric(t_cross)
assert abs(n_cross - (1 - m) / (2 - m)) < 1e-3
print(f"equal lattice and boundary shares: d*={d_cross * 1e6:.2f} um, "
      f"t={t_cross:.3e} s")
print(f"  exponent there {n_cross:.4f}; (1-m)/(2-m) {(1 - m) / (2 - m):.4f}")

lam_small = similarity_constant(S)
quasi_error = np.sqrt(S / 2) / lam_small - 1
assert abs(quasi_error - S / 6) < 0.05 * S / 6
print(f"S={S:.2f}: lambda {lam_small:.6f}; quasi-steady X too large by "
      f"{100 * quasi_error:.3f} %")

print("done: every assertion held")
```

It prints:

```
boundary fraction, delta/d=0.02: counted 0.03954, exact 0.03960, 2delta/d 0.04000
late exponent of integrated growth (no unit):
  m=0.0000: integrated 0.5000, (1-m)/2 0.5000
  m=0.2500: integrated 0.3750, (1-m)/2 0.3750
  m=0.3333: integrated 0.3333, (1-m)/2 0.3333
  m=0.5000: integrated 0.2500, (1-m)/2 0.2500
  m=0.7500: integrated 0.1250, (1-m)/2 0.1250
m=1: gain of X^2/(S D0 tau) per decade 4.6052
m=1.5, X0^2/(S D0 tau)=1: final X^2/(S D0 tau) 5.0000
full diffusion equation, S=0.5: lambda 0.46479
  m=0.3333: exponent 0.3334, X/(2 lambda sqrt s) 1.00001
  m=0.5000: exponent 0.2505, X/(2 lambda sqrt s) 1.00001
age-dependent grains: exponent; thickness / uniform-grain thickness:
  m=0.3333: 0.3333; marched 1.0648, formula 1.0640
  m=0.5000: 0.2500; marched 1.0706, formula 1.0696
inputs: m=0.3333, delta=0.5 nm, d0=50 nm, K=1250 nm^3/s
inputs: D_b=1.0e-12 m^2/s, D_l=1.0e-16 m^2/s, S=0.02
tau 100.0 s; D0 2.000e-14 m^2/s
t (s); d (um); X (um); local exponent:
  1e+01; 0.0516; 0.0890; 0.4923
  1e+02; 0.0630; 0.2662; 0.4507
  1e+03; 0.1112; 0.6910; 0.3808
  1e+04; 0.2329; 1.5882; 0.3484
  1e+05; 0.5002; 3.5054; 0.3417
  1e+06; 1.0773; 7.7190; 0.3452
  1e+07; 2.3208; 17.2747; 0.3558
  1e+09; 10.7722; 97.8253; 0.4030
  1e+11; 50.0000; 721.1102; 0.4615
lowest local exponent 0.3417 at t=1.11e+05 s
slope read between 1e4 and 1e6 s: 0.3433
growth rate falls 1e4 to 1e6 s by factor 20.771
  longer path 4.860; lower diffusivity 4.274
frozen grains: exponent 0.5000, X at 1e6 s 28.355 um
coarsening grains: X at 1e6 s 7.719 um = 0.00772 mm
equal lattice and boundary shares: d*=10.00 um, t=8.000e+08 s
  exponent there 0.4000; (1-m)/(2-m) 0.4000
S=0.02: lambda 0.099669; quasi-steady X too large by 0.332 %
done: every assertion held
```
